# The Least Ion Speed for Undamped Plasmon Excitation in Aluminium

## Problem

A heavy ion moves through aluminium at constant velocity. Treat the three valence electrons per atom as a uniform electron gas at zero temperature, in the random-phase approximation (RPA). Find the least speed at which the ion can excite an undamped bulk plasmon, and give the energy of a proton moving at that speed.

"Undamped" means that the plasmon cannot decay into a single electron-hole pair. The algebra is in atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$; numbers are in eV and Å. The face-centred cubic cell has four atoms and an edge of 4.05 Å (rounded), so the density is

$$n=\frac{12}{(4.05\ \text{Å})^3}=0.1806\ \text{Å}^{-3}.$$

From $k_F=(3\pi^2n)^{1/3}$ and $\omega_p^2=4\pi n$ follow $k_F=1.7488$ Å⁻¹, a Fermi energy $E_F=k_F^2/2$ of 11.652 eV, and a long-wave plasmon energy of 15.782 eV. In atomic units the Fermi speed $v_F$ equals $k_F$.

## A tempting solution

An ion that gives up momentum $\mathbf q$ gives up energy $\mathbf q\cdot\mathbf v\le qv$. Exciting a plasmon therefore needs $v\ge\omega(q)/q$. For the dispersion, take the long-wave RPA result

$$\omega(q)\simeq\omega_p+\frac{3}{10}\frac{v_F^2q^2}{\omega_p}.$$

With this form $\omega/q$ falls as $q$ grows until $\omega=2\omega_p$, which lies beyond the allowed range, so the largest allowed $q$ is best. That is the cutoff, where the plasmon meets the highest pair energy, $qv_F+q^2/2$. Write $y=q/k_F$. The pair edge is $E_F(2y+y^2)$, and since $v_F^2q^2=4E_F^2y^2$, the quadratic term is $1.2\,E_F^2y^2/\omega_p=10.32\,y^2$ eV. Equating the two energies,

$$1.33\,y^2+23.30\,y-15.78=0,\qquad y=0.653 .$$

The speed there is $v=v_F+q/2=v_F(1+y/2)=1.327\,v_F$. A proton has $E=\tfrac12m_pv^2=(m_p/m_e)E_F(v/v_F)^2$, which gives 37 645 eV.

## Where it fails

The kinematics is right. Two later steps are not.

First, a series valid for small $q$ has been used at the cutoff, where $q$ is not small compared with $k_F$. This is the larger numerical fault.

Second, the end of the branch has been taken for the place of lowest phase speed. That holds for the quadratic formula, but it has not been shown for the RPA branch. Replacing the quadratic formula by the full dispersion cures the first fault and leaves the second. Both are settled by working with the RPA dielectric function itself.

## Right solution

### Kinematics and the meaning of "undamped"

An ion of mass $M$ that loses momentum $\mathbf q$ loses the energy

$$\frac{Mv^2}{2}-\frac M2\left|\mathbf v-\frac{\mathbf q}{M}\right|^2=\mathbf q\cdot\mathbf v-\frac{q^2}{2M}.$$

For a heavy ion the last term is dropped. If $v\ge\omega(q)/q$, there is an angle with $\cos\theta=\omega/(qv)$ at which energy and momentum balance; if $v<\omega(q)/q$, there is none. The threshold is thus the minimum of $\omega(q)/q$ over the undamped branch.

Lifting an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ costs $\mathbf k\cdot\mathbf q+q^2/2$. Since $k\le k_F$, no pair costs more than $qk_F+q^2/2$. A plasmon above this edge cannot decay into one pair.

### The plasmon condition

The response of independent electrons, with spin included and $f_{\mathbf k}$ equal to 1 inside the Fermi sphere and 0 outside, is

$$\chi_0=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega+E_{\mathbf k}-E_{\mathbf k+\mathbf q}},\qquad \varepsilon=1-\frac{4\pi}{q^2}\chi_0 ,$$

with $E_{\mathbf k}=k^2/2$. In the term with $f_{\mathbf k+\mathbf q}$, rename $\mathbf k+\mathbf q$ as $\mathbf k$. The two terms then share the factor $f_{\mathbf k}$:

$$\frac{1}{\omega-\mathbf k\cdot\mathbf q-q^2/2}-\frac{1}{\omega-\mathbf k\cdot\mathbf q+q^2/2}=\frac{q^2}{(\omega-\mathbf k\cdot\mathbf q)^2-q^4/4}.$$

Because $2\int f_{\mathbf k}\,d^3k/(2\pi)^3=n$,

$$\varepsilon=1-\omega_p^2\left\langle\frac{1}{(\omega-\mathbf k\cdot\mathbf q)^2-q^4/4}\right\rangle ,$$

where the brackets denote the average over the Fermi sphere. A plasmon is a zero of $\varepsilon$.

For small $q$, expand in $\mathbf k\cdot\mathbf q/\omega$. The linear term averages to zero and $\langle(\mathbf k\cdot\mathbf q)^2\rangle=k_F^2q^2/5$, so

$$1\simeq\frac{\omega_p^2}{\omega^2}\left(1+\frac{3k_F^2q^2}{5\omega^2}\right),\qquad \omega^2\simeq\omega_p^2+\frac35k_F^2q^2 .$$

The square root of this gives the tempting formula and shows its regime: terms of order $q^4$ have been dropped.

For the full branch define

$$u=\frac{v}{v_F}=\frac{\omega}{qk_F},\qquad z=\frac{q}{2k_F},\qquad \chi^2=\frac{1}{\pi k_F},$$

and let $k_Fx$ be the component of $\mathbf k$ along $\mathbf q$. A slice of the sphere at $x$ has area proportional to $1-x^2$, so the normalized weight is $\tfrac34(1-x^2)$. The denominator becomes $q^2k_F^2[(u-x)^2-z^2]$. With $q^2k_F^2=4k_F^4z^2$ and $\omega_p^2=4k_F^3/(3\pi)$, the condition $\varepsilon=0$ reads

$$z^2=\frac{\chi^2}{3}\,I,\qquad I=\frac34\int_{-1}^{1}\frac{(1-x^2)\,dx}{(u-x)^2-z^2}.$$

The pair edge is $u=1+z$. Let $\delta=u-1-z$ be the distance above it, and put $t=1-x$:

$$I(z,\delta)=\frac34\int_0^2\frac{t(2-t)\,dt}{(t+\delta)(t+\delta+2z)} .$$

At fixed $z$ this falls steadily to zero as $\delta$ grows. Each wavevector therefore has at most one undamped plasmon above the continuum, and it has one when $\chi^2I(z,0)/3>z^2$.

For $q>2k_F$ there is also a pair-free region below the continuum. There $|\omega-\mathbf k\cdot\mathbf q|<q^2/2$ for every occupied $\mathbf k$, so the average is negative, $\varepsilon>1$, and no plasmon exists.

### The cutoff

At $\delta=0$ one factor $t$ cancels, and $(2-t)/(t+2z)=-1+(2+2z)/(t+2z)$. Hence

$$I(z,0)=\frac32\left[(1+z)\ln\!\left(1+\frac1z\right)-1\right].$$

The cutoff $z_c$ obeys

$$z_c^2=\frac{\chi^2}{2}\left[(1+z_c)L-1\right],\qquad L=\ln\!\left(1+\frac1{z_c}\right).$$

The left side rises with $z_c$ and the right side falls, since $I(z,0)$ does, so there is one solution. For aluminium $\chi^2=0.34396$, and the solution is $z_c=0.36954$ with $L=1.30997$. Substitution confirms it: $0.17198\,(1.36954\times1.30997-1)=0.1366=z_c^2$.

Thus $q_c=2k_Fz_c=1.2925$ Å⁻¹, and the phase speed there is $v_F(1+z_c)=1.36954\,v_F$. A proton at this speed has 40 130 eV. The quadratic formula had put the cutoff at $0.653\,k_F=1.142$ Å⁻¹, too early, because it underestimates the plasmon energy at large $q$.

### Is the cutoff the minimum?

The slope of the branch near its end decides this. Partial fractions give

$$\frac{t(2-t)}{(t+\delta)(t+\delta+2z)}=-1-\frac{\delta(2+\delta)}{2z(t+\delta)}+\frac{(2z+\delta)(2+2z+\delta)}{2z(t+\delta+2z)} .$$

Integrating and writing the plasmon condition as $G=z^2-\chi^2I/3=0$,

$$G=z^2+\frac{\chi^2}{2}+\frac{\chi^2}{8z}\left[\delta(2+\delta)\ln\frac{2+\delta}{\delta}-(2z+\delta)(2+2z+\delta)\ln\frac{2+2z+\delta}{2z+\delta}\right].$$

This is the Lindhard function in the present variables. Its first logarithm matters here: $\delta\ln\delta$ vanishes at the edge, but its derivative diverges.

For small $\delta$, the derivative of the first term in the bracket is $2\ln(2/\delta)-2$. That of the second product, before its minus sign, is $2(1+2z)L-2$: the first part comes from differentiating the prefactor, and the $-2$ from $4z(1+z)$ times the derivative of the logarithm, $-1/[2z(1+z)]$. The constants cancel, leaving

$$\frac{\partial G}{\partial\delta}\simeq\frac{\chi^2}{4z_c}\left[\ln\frac2\delta-C\right],\qquad C=(1+2z_c)L .$$

At the edge $G=z^2-\tfrac{\chi^2}{2}[(1+z)\ln(1+1/z)-1]$, so

$$\frac{\partial G}{\partial z}=2z_c-\frac{\chi^2}{2}\left(L-\frac1{z_c}\right).$$

Multiply this by $4z_c/\chi^2$ and use the cutoff equation in the form $8z_c^2/\chi^2=4(1+z_c)L-4$:

$$\frac{4z_c}{\chi^2}\frac{\partial G}{\partial z}=4(1+z_c)L-4-2z_cL+2=(4+2z_c)L-2\equiv B .$$

Along the branch $d\delta/dz=-(\partial G/\partial z)/(\partial G/\partial\delta)$, and $u=1+z+\delta$. Therefore

$$\frac{du}{dz}\simeq1-\frac{B}{\ln(2/\delta)-C}\;\longrightarrow\;1\qquad(\delta\to0).$$

The phase speed is rising when the branch reaches the cutoff. Geometrically, the plasmon curve becomes tangent to the pair edge, whose slope $v_F+q_c$ exceeds the phase speed $v_F+q_c/2$. The approach is only logarithmic: $du/dz$ is 0.66 at $\delta=10^{-6}$ and 0.84 at $\delta=10^{-12}$. The sign is what matters, and the minimum must come earlier.

### There is one minimum

At fixed ion speed put $s=q^2$ and $a=v-k_Fx$. The condition $\varepsilon=0$ becomes

$$1=\omega_p^2\left\langle\frac{1}{s(a^2-s/4)}\right\rangle=\omega_p^2\left\langle\frac1{a^2}\left(\frac1s+\frac1{4a^2-s}\right)\right\rangle .$$

In the undamped range $0<s<4(v-v_F)^2$ both terms are strictly convex in $s$, and so is their average. A given speed therefore matches at most two wavevectors.

The phase speed starts at infinity for $q\to0$ and ends with a rise. A second descent would make some speeds occur at least three times, which is excluded. So there is one minimum. Below it the ion can excite no undamped plasmon; between it and the cutoff speed, two wavevectors satisfy $\omega=qv$; above the cutoff speed, one does. Counting roots numerically at 0.999 times the minimum speed, halfway between the two speeds, and at 1.01 times the cutoff speed gives 0, 2 and 1.

### Position and depth

Setting the approximate slope to zero gives $\ln(2/\delta_*)=B+C=(5+4z_c)L-2$, or

$$\delta_*\simeq2\exp[2-(5+4z_c)L].$$

For the depth, integrate $dz/d\delta=-[\ln(2/\delta)-C]/B$ from the edge, where $u=u_c=1+z_c$:

$$u-u_c=\delta-\frac{\delta}{B}\left[\ln\frac2\delta+1-C\right].$$

At $\delta_*$ the bracket equals $B+1$, so $u_c-u_{\min}\simeq\delta_*/B$. For aluminium $B=4.208$, and the estimates are $\delta_*\simeq0.00305$ and a depth of 0.00072. Minimizing along the full branch gives 0.00349 and 0.000785. The estimates are low by about 13% and 8% of these values, which is enough to explain why the dip is so shallow.

At high density $\chi^2$ and $z_c$ tend to zero. The threshold then approaches $v_F$ from above, and $\delta_*\simeq2e^2z_c^5$, so the dip disappears much faster than $z_c$ itself. This limiting form is approached very slowly. It is about 30 times too large for aluminium and still about 2.6 times too large at $k_F=100$ atomic units, where the non-relativistic gas is already failing. At real densities the full exponential above must be used, and even it is only a leading estimate: it is low by 8% at $k_F=1.92$ and by 22% at $k_F=0.32$ atomic units.

### Numbers for aluminium

| $q$ (Å⁻¹) | plasmon energy (eV) | $v/v_F$ |
|---|---|---|
| 0.3231 | 16.139 | 3.7480 |
| 0.6463 | 17.270 | 2.0053 |
| 0.9694 | 19.443 | 1.5051 |
| 1.1633 | 21.552 | 1.3903 |
| 1.2776 (minimum) | 23.303 | 1.36876 |
| 1.2925 (cutoff) | 23.589 | 1.36954 |

With $v_F=20.246$ Å/fs,

$$v_{\min}=1.36876\times20.246=27.71\ \text{Å/fs}=2.77\times10^6\ \text{m/s}.$$

The corresponding proton energy is

$$E_p=1836.15\times11.652\ \text{eV}\times(1.36876)^2\simeq40\,080\ \text{eV},$$

or about 40 keV. An ion of mass 75 u, such as arsenic, has the same speed at about $3.0\times10^6$ eV.

Relative to this RPA result, the tempting answer is 6% too low. The cutoff speed gives an energy 46 eV too high, or 0.1%. The second fault is one of principle and the first is one of size.

The loss function $\mathrm{Im}(-1/\varepsilon)$ shows the role of the cutoff. With a small imaginary part of $2.7\times10^{-4}$ eV added to the frequency, its integrated weight above the pair edge is 17.4 eV at $0.8\,q_c$, concentrated in the plasmon line. This weight does not depend on the size of the small imaginary part. At $1.1\,q_c$ it is $9\times10^{-4}$ eV, a residue proportional to the added imaginary part that vanishes with it: no undamped line remains.

## What changes in real aluminium

The density is that of the metal at room temperature. Rounding the edge by $\pm0.005$ Å moves the proton energy by $\mp90$ eV, and an edge of 4.032 Å, near the low-temperature value, raises it by about 320 eV; the 46 eV gap between cutoff and minimum stays the same. The uniform gas also leaves out several effects. Each shift below is relative to the 40 084 eV of the numerical output, at fixed density.

- **Exchange and correlation.** In the adiabatic local-density approximation, with Perdew–Wang correlation, the plasmon condition becomes $1-(4\pi/q^2+f_{xc})\chi_0=0$. The negative kernel $f_{xc}$ weakens the restoring force and lowers the threshold by about 1090 eV.
- **Ion cores.** A Hartree–Fock calculation of Al³⁺ gives a static polarizability of 0.0393 Å³, hence a background dielectric constant of 1.030. This lowers the threshold by about 240 eV, or by about 230 eV if the polarizability is taken at the frequency and wavevector of the threshold instead of at zero. Core screening brings the long-wave plasmon to 15.55 eV, still above the measured value of about 15.0 eV, and no correction in this list accounts for the remainder. A constant background chosen to reproduce 15.0 eV would lower the threshold by about 800 eV instead, so the corrected figure below is not a prediction for the real metal. Both corrections together give about 38 800 eV.
- **Recoil and relativity.** For a proton the term $q^2/2M$ adds about 12 eV, and the relativistic kinetic energy at the same speed adds about 3 eV.
- **Temperature.** Thermal energy at 300 K smears the pair edge by roughly $k_BT/(2E_F)=0.0011$ in $v/v_F$. The minimum lies 0.0035 above the edge, about three times this smear. A sharp cutoff and strictly undamped plasmons belong to the zero-temperature model; how the dip changes with temperature is not calculated here.

Real aluminium also breaks the assumption that there is no damping below $q_c$. Interband transitions and the excitation of several pairs give the plasmon a finite width, roughly half an eV at long wavelength and more at larger $q$. An energy uncertainty $\Gamma$ makes the required speed uncertain by $\Gamma/q$. For a chosen $\Gamma$ of 1 eV, the proton energy moves by about 3500 eV, or 9%; a line of full width 1 eV thus spreads the onset by about 1700 eV to either side. The threshold for this direct process is then a gradual onset near 40 keV, and the finer digits serve to compare solutions within the model.

An arsenic ion of 100 keV, for example, lies far below the 3 MeV found here. Such an ion is still slowed. For $q<2k_F$ the pair continuum reaches down to zero energy, so electron-hole pairs can be excited at any speed, and collisions with nuclei also take energy. What the threshold closes is the direct excitation of undamped bulk plasmons in the uniform gas. Two other routes are kinematically open to slower ions in the real metal. The lattice can take up a reciprocal-lattice vector $\mathbf G$, so that $\omega=(\mathbf q+\mathbf G)\cdot\mathbf v$; with the shortest $\mathbf G$ this is possible from $0.39\,v_F$, about 3.2 keV for a proton, and longer vectors open at lower speeds. An electron struck by the ion can reach the speed $2v+v_F$ and emit a plasmon itself, which is possible from $0.36\,v_F$, about 2.8 keV for a proton. The strength of these routes is not calculated here.

## Table of computed values

```
lattice parameter (input)        4.05 angstrom
valence electron density         0.1806 per angstrom^3
density parameter r_s            2.0738 (atomic units)
Fermi wavevector                 1.7488 1/angstrom
Fermi energy                     11.652 eV
Fermi speed                      20.246 angstrom/fs
plasmon energy at q=0            15.782 eV
chi2 = 1/(pi kF)                 0.34396
small-q coefficient (3/5)        0.6014
branch: q/q_c, q (1/angstrom), energy (eV), speed/v_F
  0.25  0.3231  16.139  3.7480
  0.50  0.6463  17.270  2.0053
  0.75  0.9694  19.443  1.5051
  0.90  1.1633  21.552  1.3903
cutoff z_c                       0.36954
L = ln(1+1/z_c)                  1.30997
cutoff wavevector q_c            1.2925 1/angstrom
plasmon energy at q_c            23.589 eV
speed at cutoff / v_F            1.36954
proton energy, cutoff speed      40130 eV
wavevector at minimum            1.2776 1/angstrom
plasmon energy at minimum        23.303 eV
minimum speed / v_F              1.36876
minimum speed                    27.711 angstrom/fs
minimum speed, converted         2.7711e+06 m/s
minimum speed                    1.2667 atomic units
PROTON ENERGY AT THRESHOLD       40084 eV
ion of mass 75 u, same speed     2.985e+06 eV
d at minimum: true, estimate     0.00349, 0.00305
depth in v/v_F: true, estimate   0.000785, 0.000724
cutoff minus true energy         46.0 eV
du/dz at d=1e-6: true, formula   0.6560, 0.6559
roots below/between/above        [0, 2, 1]
loss weight outside, 0.8 q_c     17.438 eV
loss weight outside, 1.1 q_c     9.4e-04 eV
quadratic-dispersion estimate    37645 eV
shift, exchange-correlation      -1092 eV
Al3+ polarizability              0.0393 A^3
core dielectric constant         1.0297
shift, core polarization         -236 eV
proton energy with both          38763 eV
shift, proton recoil             11.7 eV
shift, relativity                2.6 eV
thermal smear of v/v_F, 300 K    0.001109
energy blur, 1 eV broadening    3514 eV
```
